# Lieb's Variational Principle for the Hartree-Fock Density-Matrix Functional

## 1. One electron, two levels

Take one electron and two orthonormal spin orbitals with energies $\Delta>0$ and $0$. Suppose that any two electrons interact with a constant energy $u$. With a single electron present, $u$ cannot matter, and the exact ground-state energy is $0$.

The Hartree-Fock functional of the one-body density matrix $\gamma$ is nevertheless defined for this system. Its direct and exchange terms are $\tfrac u2(\mathrm{Tr}\,\gamma)^2$ and $-\tfrac u2\mathrm{Tr}\,\gamma^2$. Write

$$\gamma=\begin{pmatrix}x&y\\ y^*&1-x\end{pmatrix},\qquad |y|^2\le x(1-x),$$

where the inequality keeps both eigenvalues between 0 and 1. Since $\mathrm{Tr}\,\gamma=1$ and $\mathrm{Tr}\,\gamma^2=x^2+(1-x)^2+2|y|^2$,

$$E[\gamma]=\Delta x+\tfrac u2\left(1-\mathrm{Tr}\,\gamma^2\right)=\Delta x+u\left[x(1-x)-|y|^2\right].$$

The bracket is $\det\gamma\ge0$. It vanishes when $\gamma$ is a projector, $\gamma^2=\gamma$, and is positive otherwise. The sign of $u$ decides what follows.

- If $u\ge0$, then $E\ge\Delta x\ge0$, and the projector with $x=y=0$ reaches $0$. Fractional occupation brings no gain.
- If $u=-a<0$, the bracket should be large, so $y=0$ and $E=\Delta x-ax(1-x)$. For $\Delta<a$ the condition $\Delta-a(1-2x)=0$ gives

$$x=\tfrac12\left(1-\frac{\Delta}{a}\right),\qquad E=-\frac{(a-\Delta)^2}{4a}<0 .$$

With $\Delta=0.2$ and $a=1$ hartree, $x=0.4$ and $E=0.2\cdot0.4-0.4\cdot0.6=-0.16$ hartree. This lies below the exact energy: the functional counts a pair energy $-ax(1-x)$ between the two partly filled levels, although only one electron is present. Section 3 shows where this term comes from.

The conjecture to generalize is that a positive interaction makes fractional occupation unprofitable.

## 2. The general functional

Let $h$ be the one-body operator and $v$ the pair interaction, symmetric under exchange of the two particles. Matrix elements $\langle ik|v|jl\rangle$ have particle 1 in $i,j$ and particle 2 in $k,l$. With $\gamma_{ji}=\langle a_i^\dagger a_j\rangle$, define

$$E[\gamma]=\sum_{ij}h_{ij}\gamma_{ji}+\frac12\sum_{ijkl}\left(\langle ik|v|jl\rangle-\langle ik|v|lj\rangle\right)\gamma_{ji}\gamma_{lk}$$

on all Hermitian matrices with

$$0\le\gamma\le1,\qquad \mathrm{Tr}\,\gamma=N\ \text{(integer)}.$$

The indices run over spin orbitals, and no spin or spatial symmetry is imposed. For $v=u$ the two matrix elements are $u\delta_{ij}\delta_{kl}$ and $u\delta_{il}\delta_{kj}$, which returns the functional of section 1.

The claim has two parts.

1. If $v$ is non-negative on antisymmetric pair states, the infimum of $E$ over this set equals its infimum over projectors of rank $N$. In a finite basis it is attained at a projector.
2. If $v$ is strictly positive on such states, every minimizer that exists is a projector.

In an infinite-dimensional space a minimizer need not exist, so there the first part speaks of infima alone.

**Natural orbitals.** Both terms of $E$ are traces, so they keep their form in any orthonormal basis. In the eigenbasis of $\gamma$, $\gamma_{ji}=n_i\delta_{ij}$ and

$$E=\sum_i n_ih_i+\frac12\sum_{ij}n_in_jA_{ij},\qquad A_{ij}=J_{ij}-K_{ij},$$

with $h_i=h_{ii}$, $J_{ij}=\langle ij|v|ij\rangle$ and $K_{ij}=\langle ij|v|ji\rangle$. Because $J_{ii}=K_{ii}$, the self-interaction $A_{ii}$ is zero. The functional is therefore linear in each single occupation, and curvature arises only when two occupations change together.

**Representability.** In any $N$-electron ensemble the mean occupation of an orbital lies between 0 and 1, so its density matrix satisfies the conditions above. In a finite basis the converse also holds. If $n_p$ and $n_q$ are both fractional, shift weight between them in each direction until one of the two reaches 0 or 1. The original vector $n$ is a weighted mean of the two end vectors, and each of these has fewer fractional entries. Repetition writes $n$ as a weighted mean of vectors of zeros and ones with sum $N$, because an integer sum forbids a single fractional entry. Each such vector is a determinant, and the same weights define an $N$-electron ensemble with density matrix $\gamma$. In infinite dimension I take the two conditions as the definition of the set.

## 3. What the functional means at fractional occupation

The interaction operator is $\frac12\sum\langle ik|v|jl\rangle a_i^\dagger a_k^\dagger a_la_j$. In a determinant of natural orbitals with occupations $\nu_i\in\{0,1\}$, a term survives only if it refills the orbitals it empties. For $i\ne k$ there are two ways:

- $j=i,\ l=k$ gives $+\nu_i\nu_k$;
- $j=k,\ l=i$ gives $-\nu_i\nu_k$, because two annihilators have been exchanged.

The determinant's energy is thus $\sum_i\nu_ih_i+\frac12\sum_{ik}\nu_i\nu_kA_{ik}$. For a projector, $E[\gamma]$ is the energy of a real $N$-electron state.

Now let each natural orbital be filled independently with probability $n_i$. The mean of $\nu_i\nu_k$ is $n_in_k$ for $i\neq k$, and the terms $i=k$ do not contribute. The mean energy is $E[\gamma]$. The particle number of this state fluctuates, however. A variable with values 0 and 1 and mean $n_i$ has variance $n_i-n_i^2$, so

$$\text{variance of particle number}=\sum_in_i(1-n_i)=\mathrm{Tr}(\gamma-\gamma^2).$$

Unless this is zero, the variational principle for $N$ electrons does not apply to the state, and some other argument must show that $E[\gamma]$ stays above the exact energy. The case $u=-a$ of section 1 shows that it can fail to do so.

## 4. Positivity of the pair coefficient

For $p\ne q$ let $|\Phi_{pq}\rangle=(|pq\rangle-|qp\rangle)/\sqrt2$. Then

$$\langle\Phi_{pq}|v|\Phi_{pq}\rangle=\tfrac12\left(J_{pq}+J_{qp}-K_{pq}-K_{qp}\right)=J_{pq}-K_{pq}=A_{pq},$$

since exchange symmetry of $v$ gives $J_{qp}=J_{pq}$ and $K_{qp}=K_{pq}$. The hypothesis on $v$ is therefore what makes $A_{pq}\ge0$.

For a multiplicative interaction $v(x,y)$, with $x$ and $y$ including spin,

$$A_{pq}=\frac12\iint v(x,y)\,|\phi_p(x)\phi_q(y)-\phi_q(x)\phi_p(y)|^2\,dx\,dy .$$

Coulomb repulsion makes this strictly positive. If it vanished, $\phi_p(x)\phi_q(y)=\phi_q(x)\phi_p(y)$ would hold almost everywhere. Multiplying by $\phi_q^*(y)$ and integrating over $y$ would give $\phi_p(x)=\phi_q(x)\langle\phi_q|\phi_p\rangle=0$, which contradicts normalization.

## 5. The pair move

Define the level of orbital $i$ as

$$\varepsilon_i=\frac{\partial E}{\partial n_i}=h_i+\sum_jA_{ij}n_j .$$

Suppose $\gamma$ has finite rank and is not a projector. Some occupation is fractional, and since the sum is an integer there are at least two. Label two of them so that $\varepsilon_p\le\varepsilon_q$, and move an amount $t>0$ from $q$ to $p$. With $\delta_p=t$, $\delta_q=-t$ and all other $\delta_i=0$,

$$\Delta E=\sum_i\delta_i\Big(h_i+\sum_jA_{ij}n_j\Big)+\frac12\sum_{ij}\delta_i\delta_jA_{ij}.$$

In the last sum the diagonal terms vanish and the two cross terms are each $-t^2A_{pq}$. Hence

$$\boxed{\Delta E=-t(\varepsilon_q-\varepsilon_p)-t^2A_{pq}\le0}$$

The first term is the gain from moving weight to a lower level. The second arises because the product $n_pn_q$, which carries the repulsion between the two orbitals, changes by an extra $-t^2$ beyond its linear change.

Choose $t=\min(1-n_p,\,n_q)$. All occupations stay in $[0,1]$, the trace stays $N$, and $n_p$ has become 1 or $n_q$ has become 0. The number of fractional occupations falls by at least one per move. It can never equal one, so the last move removes two together. Starting from $f$ fractional occupations, at most $f-1$ moves lead to a projector $P$ with $E[P]\le E[\gamma]$.

In a finite basis this proves equality of the infima. The projectors of rank $N$ form a closed and bounded set on which $E$ is continuous, so the minimum is attained there.

**Limit of two levels.** For section 1 with $y=0$, $A_{12}=u$, $\varepsilon_1=\Delta+u(1-x)$ and $\varepsilon_2=ux$. If $u=-a$ the second term of $\Delta E$ becomes $+at^2$, and the sign argument is lost.

**A restriction that breaks the argument.** Suppose both spins must have equal occupations. Then $t$ must move from spatial orbital $q$ to $p$ in both spins at once. The quadratic term, with spatial integrals, is

$$t^2\left[J_{pp}+J_{qq}-2(J_{pq}-K_{pq})-2J_{pq}\right]=t^2\left[J_{pp}+J_{qq}-4J_{pq}+2K_{pq}\right].$$

For two localized orbitals far apart, $J_{pq}$ and $K_{pq}$ tend to zero and the bracket is positive. The proof does not carry over to such a restricted set.

## 6. Infinitely many occupied orbitals

Let $\gamma$ have infinite rank, with $\sum_in_i|h_i|<\infty$ and $\sum_{ij}n_in_jA_{ij}<\infty$. At most $N$ occupations equal 1, so fractional ones exist. Fix one of them, $n_k$. Its level is finite, because $n_k\sum_jA_{kj}n_j$ is part of a convergent sum of non-negative terms.

Number the orbitals from 0, keep the first $M>k$, and put the lost weight $\delta_M=\sum_{i\ge M}n_i$ into orbital $k$. For large $M$, $\delta_M\le1-n_k$, and the new matrix $\gamma_M$ is admissible. Since $A_{kk}=0$,

$$E[\gamma_M]-E[\gamma]=\delta_Mh_k-\sum_{i\ge M}n_ih_i+\delta_M\sum_{j<M}A_{kj}n_j-R_M ,$$

where $R_M\ge0$ is the interaction energy of all pairs with at least one member in the tail. Dropping $-R_M$ and extending the $j$ sum to infinity can only raise the right side:

$$E[\gamma_M]-E[\gamma]\le\delta_M\varepsilon_k-\sum_{i\ge M}n_ih_i\ \longrightarrow\ 0 .$$

Section 5 applied to $\gamma_M$ gives a projector $P_M$ with $E[P_M]\le E[\gamma_M]$. Projectors therefore come as close to $E[\gamma]$ as desired, or go below it, and the infima agree.

**A case that can be summed.** Put two fermions of one spin state in a harmonic trap, in oscillator units, with $v=g(x-y)^2$ and $g=0.1$. This energy grows with distance, so the force is attractive, yet $v\ge0$ and the theorem applies. What counts is the sign of the operator.

Here $h_i=i+\tfrac12$, $\langle i|x^2|i\rangle=i+\tfrac12$ and $\langle i|x|i\rangle=0$, so $J_{ij}=g(i+j+1)$. For $i\ne j$ orthogonality leaves only the $-2xy$ part in the exchange term, $K_{ij}=-2g\langle i|x|j\rangle^2$, and

$$A_{ij}=g\left(i+j+1+2\langle i|x|j\rangle^2\right),\qquad 2\langle i|x|i+1\rangle^2=i+1 .$$

Choose $n_i=0.8\cdot0.6^i$, which sums to 2. The one-body energy is 4, because $\sum_in_ii=3$ and $\tfrac12\sum_in_i=1$. Direct summation of the interaction adds 0.7875, so $E[\gamma]=4.7875$.

Take $k=0$. Its level is

$$\varepsilon_0=0.5+0.1\left[\sum_{j\ge1}n_j(j+1)+n_1\right]=0.5+0.1\,(4.2+0.48)=0.968 .$$

The tail has weight $\delta_M=2\cdot0.6^M$ and mean level $M+2$, so the bound is $\delta_M(0.968-M-2)$. For $M=10$ it equals $0.01209\cdot(-11.032)=-0.133$, while summation gives the actual change $-0.167$. For $M=40$ the change is $-1.3\cdot10^{-7}$. The changes are negative here because weight from the tail was placed in a level below it. The lowest level is not special in this: $k=3$ gives $-0.123$ at $M=10$. Pair moves from $M=40$ end with levels 0 and 1 filled, at energy $0.5+1.5+A_{01}=2.3$.

## 7. Minimizers and the lower bound

Let $A_{pq}>0$ for every pair of orthonormal orbitals, as for Coulomb repulsion. Suppose a minimizer had two fractional occupations. Then $t$ could take either sign for small $|t|$, and with $D=|p\rangle\langle p|-|q\rangle\langle q|$

$$\tfrac12\left(E[\gamma+tD]+E[\gamma-tD]\right)=E[\gamma]-t^2A_{pq}<E[\gamma].$$

At least one of the two neighbours would lie lower, a contradiction. The integer trace excludes a single fractional occupation, so a minimizer is a projector. This argument needs no finite rank. If $A_{pq}=0$ can occur, fractional minimizers may exist beside idempotent ones; section 1 with $u=0$ and $\Delta=0$ is an example.

Let $E_{\rm HF}$ be the infimum over determinants and $E_{\rm exact}$ the lowest $N$-electron energy in the same one-particle space. Then

$$E[\gamma]\ge E_{\rm HF}\ge E_{\rm exact}$$

for every admissible $\gamma$. The first inequality is the theorem, and the second is the ordinary variational principle. Minimizing over the larger, convex set is safe, although $E$ is not convex on it once some $A_{pq}>0$, since it then curves downward along $D$.

**Adding a constant.** Replace $v$ by $v+c$. By the calculation of section 1, $E$ changes by

$$\frac c2\left(N^2-\mathrm{Tr}\,\gamma^2\right)=\frac{cN(N-1)}2+\frac c2\,\mathrm{Tr}(\gamma-\gamma^2).$$

The first term is the trivial shift of every $N$-electron energy. The second is a penalty on fractional occupation, proportional to the number variance of section 3. An interaction that is bounded below on pairs can thus be brought within the theorem without changing the $N$-electron problem. In the two-level model with $a=1$, adding $c=1.5$ gives $u=0.5$, and the minimum returns to the projector with energy 0.

## 8. A correlated density matrix of H$_2$

Take H$_2$ at a separation of 3 bohr in the 6-31G basis, which has 4 spatial and 8 spin orbitals. Diagonalizing the two-electron Hamiltonian in this basis (full CI) gives a total energy of $-1.044709$ hartree, including the nuclear repulsion of $1/3$ hartree. The natural occupations, equal for both spins, are

$$0.884729,\quad0.114987,\quad0.000211,\quad0.000073 .$$

The functional evaluated at this density matrix gives $E[\gamma]=-0.870298$ hartree, which is $0.1744$ hartree above full CI. The one-body energies are identical, since they depend on $\gamma$ alone, so the whole difference lies in the interaction energy. The number variance of the independently filled state is $0.408$.

The smallest eigenvalue of $v$ on antisymmetric pairs in this basis is $0.231$ hartree, so the strict form of the theorem applies. This value is a property of the basis and not of the molecule: it is $0.165$ hartree in cc-pVTZ and $0.100$ hartree in aug-cc-pVDZ. For natural orbitals 1 and 2 with equal spin, $A=J-K=0.479750-0.178305=0.301445$ hartree. With opposite spins $K=0$ and $A=0.479750$ hartree.

Now make pair moves, each from the highest to the lowest fractional level, with the natural orbitals held fixed. Spins are labelled $a$ and $b$, and energies are in hartree.

| Move | $t$ | $\Delta E$ | Total $E$ |
|---|---|---|---|
| $3a\to1a$ | 0.000211 | −0.000304 | −0.870602 |
| $3b\to1a$ | 0.000211 | −0.000304 | −0.870905 |
| $4b\to1a$ | 0.000073 | −0.000100 | −0.871005 |
| $4a\to1a$ | 0.000073 | −0.000100 | −0.871105 |
| $2b\to1a$ | 0.114703 | −0.056190 | −0.927295 |
| $2b\to1b$ | 0.000284 | −0.000133 | −0.927428 |
| $2a\to1b$ | 0.114987 | −0.051323 | −0.978751 |

In the fifth move the levels are $\varepsilon_{1a}=-0.382662$ and $\varepsilon_{2b}=0.052182$. The room left in $1a$ fixes $t$, and

$$\Delta E=-0.114703\cdot0.434844-(0.114703)^2\cdot0.479750=-0.04988-0.00631=-0.05619 .$$

Most of this gain comes from the level difference, and about a ninth from the concave term. Eight fractional occupations have needed seven moves, the largest number that section 5 allows. The result is the determinant with natural orbital 1 doubly occupied.

This determinant need not be the best one, because the orbitals were not allowed to change. A projected-gradient minimization over all real admissible $\gamma$, from six random starts, reaches $-1.013246$ hartree at an idempotent matrix. A separate minimization of the energy of real two-electron determinants gives the same value. Up to a common rotation of the spin axis, which leaves the energy unchanged, this is the spin-unrestricted solution, with different spatial orbitals for the two spins; the best determinant with one doubly occupied orbital lies at $-0.981671$ hartree, only $0.003$ hartree below the end of the pair moves. The energies are ordered as

$$-1.044709<-1.013246<-0.978751<-0.870298\ \text{hartree},$$

for full CI, the lowest determinant found, the end of the pair moves, and the functional at the full CI density matrix. The last lies $0.1429$ hartree, or $3.890$ eV, above the lowest determinant. These digits belong to the 6-31G basis and are not converged values for the molecule: in cc-pVQZ the full CI energy is $-1.0566$ hartree, the second occupation $0.098$, the number variance $0.370$, the excess of $E[\gamma]$ over full CI $0.1762$ hartree, and its excess over the spin-unrestricted determinant $3.72$ eV. Feeding the functional a density matrix from the exact state has raised its energy: fractional occupations describe correlation in that state, but this functional has no term that rewards them.
